# Overlap repulsion of filled orbitals and short copper–copper contacts

In a model of two copper(I) atoms held by bridging ligands, the atoms come to rest 0.2465 nm apart. This is shorter than the neighbour distance in copper metal, roughly 0.26 nm. Yet the interaction between the two filled metal orbitals in the model is +0.065 eV: it raises the energy and pushes the atoms apart. To see how a short contact and a repulsion can coexist, we need the energy of two filled orbitals that overlap, and then the balance of forces in a bridged molecule.

## The energy of a filled pair

Let A and B be equivalent, real, normalised orbitals on the two atoms. Electrons move independently under an effective one-electron Hamiltonian \(h\), with

\[
\alpha=\langle A|h|A\rangle=\langle B|h|B\rangle,\qquad
\beta=\langle A|h|B\rangle,\qquad S=\langle A|B\rangle, \tag{1}
\]

and \(0<|S|<1\). The atoms are exchanged by a symmetry of the molecule, so the orbitals of the pair are \(A+B\) and \(A-B\). Their squared norms are

\[
\langle A\pm B|A\pm B\rangle=1+1\pm 2S=2(1\pm S),
\]

and their unnormalised energies are \(\langle A\pm B|h|A\pm B\rangle=2(\alpha\pm\beta)\). Division gives

\[
E_\pm=\frac{\alpha\pm\beta}{1\pm S}. \tag{2}
\]

Measured from \(\alpha\), the two levels are

\[
E_+-\alpha=\frac{\alpha+\beta-\alpha-\alpha S}{1+S}=-\frac{\alpha S-\beta}{1+S},
\]
\[
E_--\alpha=\frac{\alpha-\beta-\alpha+\alpha S}{1-S}=+\frac{\alpha S-\beta}{1-S}. \tag{3}
\]

The numerators are equal and opposite; the denominators differ. For \(S>0\) and \(\alpha S>\beta\), the in-phase level falls and the out-of-phase level rises, and the rise is larger because \(1-S<1+S\).

Two filled atomic orbitals supply four electrons, which fill both levels. Relative to \(4\alpha\), their energy is

\[
\begin{aligned}
\Delta&=2(E_+-\alpha)+2(E_--\alpha)\\
&=2(\alpha S-\beta)\,\frac{(1+S)-(1-S)}{(1-S)(1+S)}
=\frac{4S(\alpha S-\beta)}{1-S^2}. 
\end{aligned}\tag{4}
\]

The pair is therefore repulsive under the condition

\[
S(\alpha S-\beta)>0. \tag{5}
\]

Reversing the sign of orbital B reverses both \(S\) and \(\beta\) and leaves (4) unchanged, as it must. If \(S=0\), the levels split symmetrically and \(\Delta=0\), however large \(\beta\) is. The repulsion thus needs overlap as well as coupling.

The reference in (4) matters. Here \(\alpha\) is the orbital energy in the presence of the neighbouring atom. If the free-atom value is \(\alpha_0\), there is a separate shift \(4(\alpha-\alpha_0)\). Nuclear repulsion and the correct counting of electron–electron repulsion are separate too; a sum of orbital energies is not in general a total energy. So \(\Delta\) is the overlap part of the interaction, not the whole of it.

## What the sign condition means

The value of \(\beta\) alone has no physical meaning, because it depends on the zero of energy. Replacing \(h\) by \(h+c\) changes \(\alpha\) to \(\alpha+c\) and \(\beta\) to \(\beta+cS\). The combination in (4) becomes

\[
(\alpha+c)S-(\beta+cS)=\alpha S-\beta ,
\]

so it is unchanged. The relevant coupling is \(\beta-\alpha S\).

Its usual sign can be understood from a Hamiltonian with two attractive wells, \(h=T+V_A+V_B\). Suppose A and B are eigenorbitals of their own wells, with energy \(\varepsilon\), so that \((T+V_A)A=\varepsilon A\). Then

\[
\alpha=\varepsilon+\langle A|V_B|A\rangle,\qquad
\beta=\varepsilon S+\langle A|V_B|B\rangle,
\]

where \(T+V_A\) acts to the left in \(\beta\). Subtraction removes \(\varepsilon\):

\[
\beta-\alpha S=\langle A|V_B|B\rangle-S\langle A|V_B|A\rangle. \tag{6}
\]

Mulliken's approximation replaces the product \(AB\) by \(S(A^2+B^2)/2\). The first term of (6) becomes \((S/2)(\langle A|V_B|A\rangle+\langle B|V_B|B\rangle)\), and hence

\[
\beta-\alpha S\approx\frac S2\left(\langle B|V_B|B\rangle-\langle A|V_B|A\rangle\right). \tag{7}
\]

An orbital centred on a well feels that well more strongly than a distant orbital does. The bracket is then negative, and (5) holds. This is an argument for the usual sign, not a theorem for every pair of orbitals.

A solvable case tests it at one separation. In one dimension, with \(\hbar=m=1\), take wells \(-\operatorname{sech}^2x\) centred 4 units apart. The orbital \(\phi=\operatorname{sech}x/\sqrt2\) obeys \(\phi''=(1-2\operatorname{sech}^2x)\phi\), so

\[
-\tfrac12\phi''-\operatorname{sech}^2x\,\phi=-\tfrac12\phi ,
\]

and \(\varepsilon=-1/2\). The overlap is 0.1466. Equation (6) gives \(\beta-\alpha S=-0.0353\), while (7) gives \(-0.0483\): the right sign, with a magnitude 37% above that from (6). The size of this error changes with the separation. Formula (4) gives \(\Delta=0.02114\). Summing the energy directly on a grid, over the space spanned by the two orbitals, gives the same value to the digits shown.

In this example the separate shift is \(4(\alpha-\varepsilon)=-0.03225\), which outweighs \(\Delta\). The four-electron sum lies below that of the free orbitals although the overlap part is repulsive. No electron–electron or nuclear repulsion is present here, so this is not a model of atomic binding. It does show that a positive \(\Delta\) does not fix the sign of the total interaction.

## Two electrons and four electrons

We now take assumed numbers for a model suggested by a dinuclear copper(I) amidinate. One d orbital on each atom points along the metal–metal axis. The round parameters are \(\alpha=-12\) eV and \(S=0.05\) at a distance \(R_0=0.24\) nm. For the coupling we use the Wolfsberg–Helmholz approximation, which for equivalent orbitals reads

\[
\beta=K\alpha S,\qquad K=1.75. \tag{8}
\]

This gives \(\beta=1.75(-12)(0.05)=-1.05\) eV. Since \(\alpha S=-0.60\) eV, the difference \(\alpha S-\beta\) is 0.45 eV. From (3),

\[
\alpha-E_+=\frac{0.45}{1.05}=0.429\ \text{eV},\qquad
E_--\alpha=\frac{0.45}{0.95}=0.474\ \text{eV}.
\]

With only two electrons, both would enter the lower level and the energy would fall by \(2(0.429)=0.857\) eV, after rounding at the end. Four electrons instead give

\[
\Delta=\frac{4(0.05)(0.45)}{1-0.0025}=0.090\ \text{eV}. \tag{9}
\]

A large splitting of the filled levels is therefore no sign of bonding between them. Here the levels are 0.90 eV apart, and the net effect is a repulsion one tenth as large.

The same cancellation appears in the electron distribution. The normalised orbitals have squared coefficients \(1/[2(1\pm S)]\) on each atom. With two electrons in each level, the density-matrix element between A and B is

\[
P_{AB}=\frac{1}{1+S}-\frac{1}{1-S}=-\frac{2S}{1-S^2}.
\]

The overlap population counts this element twice and multiplies it by \(S\):

\[
2P_{AB}S=-\frac{4S^2}{1-S^2}. \tag{10}
\]

For \(S=0.05\) it is \(-0.010\) electron. The filled pair has a small deficit in the overlap population, not an accumulation.

Condition (5) can fail. With the same \(\alpha\) and \(S\), but \(\beta=-0.5\) eV, the coupling is less negative than \(\alpha S\). Equation (4) then gives \(4(0.05)(-0.60+0.50)/0.9975=-0.020\) eV, an attraction. Repulsion follows from the relation between \(\beta\) and \(\alpha S\), not from double occupation alone.

## Force and equilibrium in a bridged pair

For \(\alpha<0\) and \(K>1\), equation (8) gives

\[
\alpha S-\beta=(1-K)\alpha S=\kappa S,\qquad \kappa=(K-1)|\alpha|,
\]

and (4) becomes

\[
\Delta=\frac{4\kappa S^2}{1-S^2}. \tag{11}
\]

Here \(\kappa=0.75(12)=9\) eV. At small overlap the repulsion is \(4\kappa S^2\): halving \(S\) reduces it fourfold. Unlike (4), the approximation (8) is not invariant to the zero of energy, since \(\kappa\) contains \(|\alpha|\) itself. The vacuum level is taken as zero. Nor should a constant \(\kappa\) be carried towards \(S=1\), where the two orbitals cease to be independent and (11) diverges.

To obtain a force, let the overlap fall as \(S=S_0e^{-(R-R_0)/\lambda}\), with \(S_0=0.05\) and \(\lambda=0.04\) nm, and hold \(\alpha\) and \(K\) fixed. Then \(dS/dR=-S/\lambda\), and

\[
\frac{d}{dS}\frac{S^2}{1-S^2}
=\frac{2S(1-S^2)+2S^3}{(1-S^2)^2}
=\frac{2S}{(1-S^2)^2}.
\]

The outward force is minus the derivative of the energy with respect to distance:

\[
F(R)=-\frac{d\Delta}{dR}=\frac{8\kappa S^2}{\lambda(1-S^2)^2}. \tag{12}
\]

It is positive, so the filled pair pushes the atoms apart. At 0.24 nm it is 4.52 eV/nm.

The ligands supply the other force. Each bridging amidinate binds one metal atom through each of its two nitrogen atoms, and its shape favours a certain metal–metal distance \(R_L\). Near that distance we write

\[
U(R)=\tfrac12k(R-R_L)^2+\Delta(R). \tag{13}
\]

Setting \(dU/dR=0\) and using (12) gives

\[
k(R^*-R_L)=F(R^*). \tag{14}
\]

Take \(R_L=0.24\) nm and \(k=500\) eV/nm². The solution is \(R^*=0.2465\) nm. To verify it, the overlap there is 0.0425 and (12) gives \(F=3.26\) eV/nm, so the bridge must be stretched by

\[
\frac{F}{k}=\frac{3.26}{500}=0.0065\ \text{nm}.
\]

The metal–metal energy at this point is 0.065 eV, and the strain in the bridge is \(\tfrac12(500)(0.00652)^2=0.011\) eV. Their sum, 0.076 eV, is below the 0.090 eV that the pair would cost at \(R_L\). The molecule relaxes outwards, but the stiff bridge stops it while the contact is still short. This accounts for the opening numbers.

## Why one distance cannot settle the question

Equation (14) contains one measured distance and, even if \(k\) is known, two unknowns: the distance preferred by the ligands and the metal–metal force. The same \(R^*\) therefore admits an opposite explanation.

Replace the repulsion \(+\Delta(R)\) by an attraction \(-\Delta(R)\) of equal size, and give the ligands a new preferred distance \(R_L'\). The equilibrium condition is now

\[
k(R^*-R_L')+F(R^*)=0,\qquad R_L'=R^*+\frac{F(R^*)}{k}. \tag{15}
\]

With the numbers above, \(R_L'=0.2465+0.0065=0.2530\) nm. Minimising the energy of this second model near that distance returns 0.2465 nm, the same as the first. (This minimum is only local. A barrier of about 0.11 eV stands at 0.209 nm, where \(S\) is still only 0.11, and below 0.194 nm the energy is lower than at the minimum, because the second model contains no short-range repulsion. It serves only as a local counterexample.) In one molecule the metal atoms repel by 0.065 eV; in the other they attract by 0.065 eV.

The stationary point in the second model must also be a local minimum. For small \(S\), (12) gives \(dF/dR\approx-2F/\lambda\), or about \(-163\) eV/nm² here. The total curvature is \(k-2F/\lambda\approx337\) eV/nm², which is positive. In the repulsive model it is \(k+2F/\lambda\approx663\) eV/nm². A vibrational frequency would therefore distinguish these two models if the bridge stiffness were known independently. If the stiffness is unknown, the frequency adds one datum and one more unknown. Even a known stiffness would not settle the sign in general, because the curvature depends on the assumed form of the interaction: an attraction of another form can also raise it.

The inference from a short contact to a bond fails because the ligands can enforce the distance. The converse inference fails as well: a bridge does not exclude an attraction. What (14) requires is an independent value of \(R_L\). If the atoms sit farther apart than the bridge prefers, the force between them is outward; if closer, inward. In this example \(R_L\) would have to be known to better than 0.0065 nm to fix even the sign of the force. That sign is not the sign of the interaction energy: a pair held inside the minimum of a net attraction pushes outward. For instance, \(\Delta(R)\) plus the undamped dispersion term given below is negative, with an outward force, between about 0.265 and 0.296 nm.

## How empty s orbitals can reverse the sign

The filled-pair model omits the empty 4s orbitals, and also the 4p orbitals, which are not treated here. They matter because a filled d combination can lower its energy by acquiring some s character. Let \(D_\pm\) and \(Q_\pm\) be the normalised combinations of the d and s orbitals, with energies \(E_{d\pm}\) and \(E_{s\pm}\). Symmetry allows mixing between combinations of the same sign. Write \(v=\langle D|h|Q\rangle\) and \(\tau=\langle D|Q\rangle\) for either sign. The secular equation is

\[
(E_d-E)(E_s-E)=(v-E\tau)^2 .
\]

For the level near \(E_d\), division by \(E_s-E\) gives \(E-E_d=-(v-E\tau)^2/(E_s-E)\). Replacing \(E\) by \(E_d\) on the right yields, to second order in the coupling,

\[
E-E_d\approx-\frac{(v-E_d\tau)^2}{E_s-E_d}. \tag{16}
\]

The level is lowered because the s level lies above it.

Let \(H_{ds}\) and \(S_{ds}\) be the coupling and overlap between d on one atom and s on the other. Coupling on the same atom is set to zero in this model. The unnormalised combinations then have cross terms \(\pm2H_{ds}\) and \(\pm2S_{ds}\). Dividing by the norms \(\sqrt{2(1\pm S)}\) and \(\sqrt{2(1\pm S_{ss})}\), and squaring, gives

\[
(v-E_d\tau)^2=\frac{(H_{ds}-E_{d\pm}S_{ds})^2}{(1\pm S)(1\pm S_{ss})}. \tag{17}
\]

Take an s energy of \(-6\) eV, \(S_{ss}=0.40\) and \(S_{ds}=0.08\). For unequal orbitals the Wolfsberg–Helmholz rule uses the mean energy, so \(H_{ds}=1.75(0.08)(-9)=-1.26\) eV. The s combinations lie at \(-6(1\pm0.70)/(1\pm0.40)\), or \(-7.29\) and \(-3.00\) eV. With the d levels at \(-12.43\) and \(-11.53\) eV, (16) and (17) lower the in-phase level by 0.009 eV and the out-of-phase level by 0.023 eV. Two electrons in each give a stabilisation of 0.066 eV. Diagonalising the four-orbital problem gives 0.065 eV.

The repulsion at 0.24 nm thus drops from 0.090 to 0.025 eV. With the other parameters fixed, raising \(S_{ds}\) from 0.08 to 0.095 cancels it, and a slightly larger value makes the net interaction attractive. Near these values, a modest change in one uncertain input decides the sign. The s energy is equally uncertain: with \(S_{ds}=0.08\), lowering it from \(-6\) to \(-6.6\) eV also cancels the repulsion. But 0.08 is an assumed value; Hartree–Fock orbitals of free Cu⁺ ions 0.24 nm apart give about 0.03 (0.026 to 0.034 in two basis sets). Since \(H_{ds}\) is proportional to \(S_{ds}\), the stabilisation in (16) varies as \(S_{ds}^2\): at half the overlap it would be only about 0.016 eV, and most of the repulsion would remain. The mechanism allows a net attraction between formally d¹⁰ atoms, but this example does not establish one. Where (5) holds, it must come from terms other than \(\Delta\).

## The model beside a real precursor

Copper(I) amidinates serve as precursors for atomic layer deposition of copper, and their dinuclear molecules have copper–copper distances of roughly 0.24 nm. The model distance lies near that value because \(R_L\) was chosen there; it is not a prediction. The overlap 0.05 is generous for compact 3d orbitals, and by (11) an overlap of 0.025 would leave about a quarter of the repulsion at fixed \(\kappa\). But \(\kappa\) is no better known. Hartree–Fock orbitals of free Cu⁺ ions 0.24 nm apart overlap by about 0.033, while the Fock operator of the superposed ion densities gives an effective \(\kappa\) near 26 eV, so that \(\Delta\) is about 0.11 eV. The decay length \(\lambda\) is also assumed, and may be too short: by (12), doubling it halves the force at a given overlap. Nor is the σ pair isolated in the real molecule, and the omitted terms are comparable with the result or much larger:

- The other four d pairs, with rough overlaps of 0.03 for each of two π pairs and 0.005 for each of two δ pairs, add 0.067 eV of repulsion at 0.24 nm.
- London's estimate of dispersion, \(-\tfrac34I a^2/R^6\), with polarizability volume \(a=0.001\) nm³ and energy \(I=12\) eV, gives \(-0.047\) eV. Short-range damping would reduce its magnitude.
- Charges of \(+0.5e\) on each copper atom repel by 1.5 eV if taken alone. Adding this term to (13), with \(R_L\) held fixed, moves the equilibrium to 0.2553 nm. The negative ligand charges are left out, and part of the electrostatic force may already be contained in \(R_L\), so this is not a corrected distance.

Leaving the Coulomb term aside, the σ repulsion, d–s mixing, other d pairs and dispersion sum to \(0.090-0.065+0.067-0.047=+0.045\) eV. Each contribution rests on rough inputs and is comparable with the total, so the sum does not establish the sign for a real amidinate. That would require a calculation of the whole molecule, with a stated way of separating the metal–metal interaction from the bridge.

Temperature changes the mean distance little. At 400 K the classical average in model (13) is 0.2468 nm, only 0.0003 nm above the minimum, with a standard deviation of 0.007 nm. The vibrational quantum, 0.030 eV, is close to the thermal energy, 0.034 eV, so the classical width is an estimate. Individual separations vary by about as much as the bridge is stretched, but the mean still lies below 0.26 nm. The main values used here are collected in the numerical output that follows.

## Numbers as computed

```
Double well, reduced units
well separation: 4.0
overlap: 0.1466
beta - alpha S: -0.03529
Mulliken estimate of it: -0.04827
Delta from formula: 0.02114
Delta from grid trace: 0.02114
separate shift 4(alpha - free level): -0.03225
Bridged pair, rough model inputs
alpha: -12.0 eV
K: 1.75
reference distance R0: 0.24 nm
S at R0: 0.05
overlap decay length: 0.04 nm
bridge spring constant: 500 eV/nm^2
bridge preferred distance: 0.24 nm
copper metal neighbour distance, rough: 0.26 nm
Bridged pair, results
beta at R0: -1.0500 eV
kappa: 9.00 eV
lower level: -12.4286 eV
upper level: -11.5263 eV
drop of lower level: 0.4286 eV
rise of upper level: 0.4737 eV
Delta at R0: 0.0902 eV
overlap population at R0: -0.01003
Delta at R0 if beta = -0.5 eV: -0.0201 eV
outward force at R0: 4.523 eV/nm
equilibrium distance: 0.24652 nm
S at equilibrium: 0.04248
Delta at equilibrium: 0.0651 eV
outward force at equilibrium: 3.260 eV/nm
bridge strain energy: 0.0106 eV
attractive twin: bridge distance: 0.25304 nm
attractive twin: equilibrium: 0.24652 nm
Neglected effects, at R0 unless stated
s inputs: alpha_s -6.0 eV, S_ss 0.40, S_ds 0.08
d-s mixing energy: -0.0649 eV
second-order mixing energy: -0.0657 eV
Delta including d-s mixing: 0.0253 eV
S_ds where net interaction vanishes: 0.0946
other d overlaps: pi 0.030, delta 0.005, two pairs each
repulsion of other d pairs: 0.0667 eV
London inputs: 0.001 nm^3, 12.0 eV
undamped London dispersion: -0.0471 eV
partial charge on each copper: 0.5 e
bare Coulomb repulsion: 1.500 eV
equilibrium with bare Coulomb term: 0.25526 nm
temperature: 400 K
thermal energy: 0.0345 eV
classical mean distance: 0.24684 nm
classical thermal spread: 0.00718 nm
copper mass used: 63.5 u
vibrational quantum: 0.0296 eV
```
